# Trigonal Warping and the Lifshitz Energy of Bilayer Graphene

## Problem

Two graphene sheets are stacked so that site $A_2$ of the upper layer lies directly above site $B_1$ of the lower one. Electrons hop between neighbours within a layer (amplitude $-\gamma_0$), along the vertical pair $B_1$–$A_2$ (amplitude $\gamma_1>0$), and along the skew bonds from $A_1$ to the nearest $B_2$ (amplitude $-\gamma_3$, $\gamma_3>0$). All site energies are zero. Other hoppings, strain, a voltage between the layers and electron interactions are left out. Without $\gamma_3$, two parabolic bands touch at the corner $K$ of the Brillouin zone.

(a) At which momenta near $K$ do the bands touch when $\gamma_3$ is present?

(b) How does the pseudospin wind around each touching point, and what is the sum?

(c) At what energy $E_L$ do the separate Fermi pockets around these points merge? Such a change in the connectivity of the Fermi line is a Lifshitz transition.

(d) What carrier density does this energy correspond to?

For numbers, take round model parameters: $\gamma_1=0.40$ eV, in-plane velocity $v=10^8$ cm/s, skew velocity $v_3=10^7$ cm/s and lattice constant $a=2.5\times10^{-8}$ cm. The velocities are tied to $\gamma_0$ and $\gamma_3$ below. Their ratio is $r=v_3/v=0.1$.

## First estimate by scaling

Let $p$ be the momentum measured from $K$. An electron can go from $A_1$ to $B_2$ by two routes. The indirect route uses an in-plane hop, the vertical bond and another in-plane hop. Its amplitude has size $(vp)^2/\gamma_1$, because the vertical pair is off resonance by $\gamma_1$. The direct skew route has size $v_3p$. They are equal at

$$p_*=\frac{\gamma_1v_3}{v^2},\qquad v_3p_*=\gamma_1r^2 .$$

The skew route therefore outweighs the indirect one at momenta below $p_*$, where $vp_*=\gamma_1r=40$ meV. The corresponding energy scale is $\gamma_1r^2=4$ meV. The wave number is $p_*/\hbar=6.08\times10^5$ cm$^{-1}$. A disc of this radius, with two spins and two valleys, holds

$$n_*=\frac{4\,\pi p_*^2}{(2\pi\hbar)^2}=\frac{(p_*/\hbar)^2}{\pi}\approx1.2\times10^{11}\ \text{cm}^{-2}.$$

Scaling gives neither the number of touching points, nor their windings, nor the numerical factor in $E_L$.

## Exact solution

### The Hamiltonian near $K$

The bond vectors from an $A$ site to its $B$ neighbours in the same layer are

$$\boldsymbol\delta_1=\Big(0,\tfrac{a}{\sqrt3}\Big),\quad \boldsymbol\delta_{2,3}=\Big(\pm\tfrac a2,-\tfrac{a}{2\sqrt3}\Big),\quad \sum_j\boldsymbol\delta_j=0 .$$

With Bloch phases $e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}$, the in-plane matrix element from $A$ to $B$ is $-\gamma_0f$, where $f(\mathbf k)=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$.

Seen from $A_1$, the $A_2$ sites lie at horizontal displacements $\boldsymbol\delta_i$, and the $B_2$ sites at $\boldsymbol\delta_i+\boldsymbol\delta_j$. For $i\ne j$ this sum is minus the third bond vector, which gives the three nearest $B_2$ sites. The skew element is therefore $-\gamma_3f^*$.

Put $\mathbf k=\mathbf K+\mathbf q$ with $\mathbf K=(4\pi/3a,0)$. Then

$$f=e^{iq_ya/\sqrt3}+2e^{-iq_ya/2\sqrt3}\cos\!\Big(\frac{2\pi}3+\frac{q_xa}2\Big).$$

To first order the cosine is $-\tfrac12-\tfrac{\sqrt3}4q_xa$, so

$$f\approx1+\frac{iq_ya}{\sqrt3}-1+\frac{iq_ya}{2\sqrt3}-\frac{\sqrt3}2q_xa=-\frac{\sqrt3a}{2}(q_x-iq_y).$$

Define $\mathbf p=\hbar\mathbf q$, $\pi=p_x+ip_y=pe^{i\varphi}$, $v=\sqrt3a\gamma_0/2\hbar$ and $v_3=\sqrt3a\gamma_3/2\hbar$. Then $-\gamma_0f=v\pi^*$ and $-\gamma_3f^*=v_3\pi$. The given velocities correspond to $\gamma_0=3.04$ eV and $\gamma_3=0.304$ eV.

Every bond joins an $A$ site to a $B$ site. With $\psi_A=(A_1,A_2)$ and $\psi_B=(B_2,B_1)$ the eigenvalue equations are

$$E\psi_A=Q\psi_B,\qquad E\psi_B=Q^\dagger\psi_A,\qquad Q=\begin{pmatrix}v_3\pi&v\pi^*\\ v\pi^*&\gamma_1\end{pmatrix}.$$

Hence $E^2$ is an eigenvalue of $QQ^\dagger$. The trace of this $2\times2$ matrix is the sum of the squared moduli of the elements of $Q$, and its determinant is $|D|^2$ with $D=\det Q$. The spectrum obeys

$$E^4-SE^2+|D|^2=0,\qquad S=\gamma_1^2+(2v^2+v_3^2)p^2,\qquad D=\gamma_1v_3\pi-v^2\pi^{*2}.$$

### (a) The touching points

A zero of energy requires $D=0$. One solution is $p=0$. For $p\neq0$, division by $pe^{i\varphi}$ gives

$$\gamma_1v_3=v^2p\,e^{-3i\varphi}.$$

The left side is real and positive, so $e^{-3i\varphi}=1$. The solutions are

$$p=p_L=\frac{\gamma_1v_3}{v^2},\qquad\varphi=0,\ \frac{2\pi}3,\ \frac{4\pi}3 .$$

There is one central point and three leg points. Reversing the sign of $v_3$ would turn the legs by $180^\circ$, since the change is undone by $\pi\to-\pi$. With the sign chosen here the leg at $\varphi=0$ points from $K$ toward the zone-edge midpoint $M$, and with the opposite sign a leg points toward the zone centre. The relative sign of the vertical and skew amplitudes cannot be removed by rephasing the orbitals, and here it is a choice of the model. Minimal-basis carbon $p_z$ overlaps have the same sign on the vertical and the skew bond, which suggests the opposite choice for the real material. The windings, $E_L$ and the density near $K$ do not depend on it.

The leg wave number is $6.08\times10^5$ cm$^{-1}$, or 0.36% of $|\mathbf K|$, which justifies the expansion of $f$. With the full $f$, a numerical minimization of the band energy along the leg axis places the leg 0.22% farther out.

### (b) The windings

For $|E|\ll\gamma_1$ the vertical pair can be eliminated. Its two equations are

$$E\psi_{B_1}=v\pi\psi_{A_1}+\gamma_1\psi_{A_2},\qquad E\psi_{A_2}=v\pi^*\psi_{B_2}+\gamma_1\psi_{B_1}.$$

Neglecting the left sides gives $\psi_{B_1}=-(v\pi^*/\gamma_1)\psi_{B_2}$. Insertion into the equation for $A_1$ yields

$$E\psi_{A_1}=v_3\pi\psi_{B_2}+v\pi^*\psi_{B_1}=X\psi_{B_2},\qquad X=v_3\pi-\frac{\pi^{*2}}{2m},\qquad m=\frac{\gamma_1}{2v^2}.$$

The mass is 0.035 electron masses. Since $X=D/\gamma_1$, the two-band model has the same zeros as the four-band model, and $p_L=2mv_3$. The quartic equation gives $E^2=\gamma_1^2|X|^2/(S-E^2)$, so at low energy $|X|$ is too large by a relative amount of about $(vp/\gamma_1)^2$. On a circle of radius $1.5\,p_L$ the largest error found by diagonalizing the four-band matrix is 2.2%.

The two-band Hamiltonian is $|X|(\cos\theta\,\sigma_x+\sin\theta\,\sigma_y)$. Its upper right element is $|X|e^{-i\theta}=X$, so the pseudospin angle is $\theta=-\arg X$. The winding $w$ is the number of turns of $\theta$ on an anticlockwise loop.

At the centre, $X\approx v_3\pi$. The argument of $X$ makes one positive turn, hence $w=-1$.

Near the leg at $\varphi=0$, write $\pi=p_L+\delta$ with $\delta=\delta_x+i\delta_y$. To first order,

$$X=v_3p_L-\frac{p_L^2}{2m}+v_3\delta-\frac{p_L}{m}\delta^* .$$

The first two terms cancel because $p_L=2mv_3$, and for the same reason $p_L/m=2v_3$. Thus

$$X=v_3(\delta-2\delta^*)=v_3(-\delta_x+3i\delta_y).$$

The reversed sign of $\delta_x$ makes $X$ turn clockwise, hence $w=+1$. For the other legs, replace $\pi$ by $e^{2\pi i/3}\pi$. The term $\pi^{*2}$ gains $e^{-4\pi i/3}=e^{2\pi i/3}$, the same factor as $\pi$, so $X$ changes by a constant phase. All three legs have $w=+1$, and

$$\sum w=-1+1+1+1=+2 .$$

On a loop with $p\gg p_L$ the quadratic term dominates, $X\approx-\pi^{*2}/2m$. Its argument makes two negative turns, so $w=+2$. This is the winding of the parabolic touching at $v_3=0$. The skew hop splits that point without changing the total.

At the other valley $K'=-K$, $f(-\mathbf k)=f^*(\mathbf k)$ gives $X'(\mathbf p)=X^*(-\mathbf p)$. Reversing $\mathbf p$ keeps the sense of the loop, while complex conjugation reverses each winding. The sum there is $-2$.

The signs are not contained in the Berry phase. For the positive-energy state $(1,e^{i\theta})/\sqrt2$,

$$i\oint\langle\psi|d\psi\rangle=-\frac12\oint d\theta=-\pi w .$$

Modulo $2\pi$ this is $\pi$ for each of the four points and zero for the large loop.

All four points are cones. In the two-band model the centre has $E=v_3p$, and a leg has $E=v_3\sqrt{\delta_x^2+9\delta_y^2}$, three times steeper across its axis than along it. In the four-band model $E=\gamma_1|X|/\sqrt S$ to first order near a zero. At the centre $S=\gamma_1^2$, and at a leg

$$S=\gamma_1^2(1+2r^2+r^4)=\gamma_1^2(1+r^2)^2 .$$

The leg velocities are thus divided by $1+r^2$, which gives $9.90\times10^6$ cm/s along the axis and $2.97\times10^7$ cm/s across it.

### (c) The merging energy

From the definition of $D$,

$$|D|^2=\gamma_1^2v_3^2p^2-2\gamma_1v_3v^2p^3\cos3\varphi+v^4p^4 .$$

The lower root of the quartic, $E^2=\tfrac12\big(S-\sqrt{S^2-4|D|^2}\big)$, grows with $|D|^2$, and $S$ does not depend on $\varphi$. On a circle of fixed $p$ the energy is therefore lowest on the leg axes ($\cos3\varphi=1$) and highest on the opposite axes ($\cos3\varphi=-1$). I restrict $p$ to $p<\gamma_1/v_3$, that is $vp<4$ eV, which covers far more than the region where the expansion about $K$ holds.

On the leg axis $\varphi=0$ the matrix $Q$ is real and symmetric, so $E=|\varepsilon|$ with $\varepsilon$ an eigenvalue of $Q$:

$$(v_3p-\varepsilon)(\gamma_1-\varepsilon)=v^2p^2 .$$

The eigenvalues have the positive sum $\gamma_1+v_3p$, so the lower one has the smaller modulus and belongs to the low band. It is positive for $0<p<p_L$, where $D>0$. Ordered as a quadratic in $p$, the condition reads

$$v^2p^2-v_3(\gamma_1-\varepsilon)p+\varepsilon(\gamma_1-\varepsilon)=0 .$$

A small positive $\varepsilon$ is reached at two momenta, one on the flank of the centre and one on the flank of the leg. They coincide at the top of the barrier, where the discriminant vanishes:

$$v_3^2(\gamma_1-\varepsilon)^2=4v^2\varepsilon(\gamma_1-\varepsilon).$$

The lower eigenvalue lies below both diagonal elements of $Q$, so $\gamma_1-\varepsilon>0$ and this factor can be divided out. Then $v_3^2\gamma_1=(4v^2+v_3^2)\varepsilon$, and

$$E_L=\frac{\gamma_1v_3^2}{4v^2+v_3^2}=\frac{\gamma_1r^2}{4+r^2}.$$

The double root lies at

$$p_S=\frac{v_3(\gamma_1-E_L)}{2v^2}=\frac{2\gamma_1v_3}{4v^2+v_3^2}.$$

It remains to show that the pockets merge here. On the circle $p=p_S$ the lowest energy is $E_L$, so below $E_L$ no path leads from the centre to a leg.

On an opposite axis $p$ is replaced by $-p$ in $Q$. The determinant is then negative and the sum of the eigenvalues, $\gamma_1-v_3p$, is positive. The low band has $\varepsilon=-E$, with

$$v^2p^2+v_3(\gamma_1+E)p-E(\gamma_1+E)=0 .$$

The product of the roots is negative, so each $E>0$ occurs at one positive $p$, and the energy rises steadily along this axis. At $p_S$ it already exceeds $E_L$. The three opposite axes therefore separate the legs from each other below $E_L$. Above $E_L$ the three passes at $p_S$ are open. Counting connected regions of the diagonalized band on a momentum grid gives four pockets at $0.97E_L$ and one at $1.03E_L$.

For the model parameters,

$$E_L=\frac{400\ \text{meV}\times0.01}{4.01}=0.998\ \text{meV},$$

which corresponds to a temperature $E_L/k_B=11.6$ K. The passes lie at wave number $3.03\times10^5$ cm$^{-1}$.

The expansion of $f$ brings no error into this energy. The lattice Hamiltonian depends on $\mathbf k$ through $f$ alone, and near $K$ the map from $\mathbf k$ to $f$ is smooth and invertible. Using the full $f$ moves the saddles in $\mathbf k$ but leaves their energy unchanged.

The two-band model shows the shape of a pass. On the leg axis $X=v_3p-p^2/2m$, with its maximum at $p=mv_3$ and height $mv_3^2/2=\gamma_1r^2/4=1.000$ meV. The curvature along the axis is $-1/m$. For a small sideways step $\delta_y$, the change of $p$ is of second order and has no effect at this order, because $X$ is stationary in $p$. The angle changes by $\varphi=\delta_y/p$, and $\cos3\varphi\approx1-9\varphi^2/2$ gives

$$\Delta|X|^2=\frac{v_3p^3}{m}\,\frac{9\delta_y^2}{2p^2}=\frac92v_3^2\delta_y^2,\qquad \Delta E=\frac{\Delta|X|^2}{2E}=\frac{9\,\delta_y^2}{2m}.$$

The curvature across the axis is $+9/m$, so the point is a saddle.

### (d) The carrier density

At zero temperature, with the Fermi energy at $E_L$, the occupied region of the conduction band is $|D|^2<E_L^2(S-E_L^2)$. Solved for the angle, this is $\cos3\varphi>c(p)$ with

$$c(p)=\frac{\gamma_1^2v_3^2p^2+v^4p^4-E_L^2(S-E_L^2)}{2\gamma_1v_3v^2p^3}.$$

The allowed fraction of a full circle is $\arccos(c)/\pi$, with $c$ set to $\pm1$ when it lies outside that range. The allowed angle is $2\arccos c$, and the area is

$$\mathcal A=\int2\arccos\big(c(p)\big)\,p\,dp=0.502\,p_L^2,$$

evaluated by the trapezoidal rule. With spin and valley,

$$n_L=\frac{4\mathcal A}{(2\pi\hbar)^2}=\frac{4\times0.502\times(6.077\times10^5)^2}{4\pi^2}\ \text{cm}^{-2}=1.88\times10^{10}\ \text{cm}^{-2}.$$

The spectrum is symmetric in this model, so the same density of holes reaches $-E_L$. This symmetry does not hold in real bilayer graphene, where the omitted terms are comparable to $E_L$. Take typical values: a hop $+0.14$ eV on the $A_1$–$A_2$ and $B_1$–$B_2$ bonds and a site energy of 0.022 eV on $B_1$ and $A_2$. The four touching points then survive, but the legs lie about 0.57 meV above the centre, and the passes lie at about $+1.16$ and $-0.86$ meV from it. The values of $E_L$ and $n_L$ above give only the scale for the real material.

### Two limits

For $E\ll E_L$ the pockets are ellipses. In the two-band model the centre has area $\pi E^2/v_3^2$ and each leg one third of that, so the centre holds half of the carriers. The total area is $2\pi E^2/v_3^2$. Extended to $E=mv_3^2/2=v_3p_L/4$, this formula gives $(\pi/8)p_L^2=0.393\,p_L^2$, which is 22% below the value 0.502 found above.

For $E_L\ll E\ll\gamma_1$ the quadratic term dominates, and

$$E=\Big|\frac{p^2}{2m}-v_3p\,e^{3i\varphi}\Big|\approx\frac{p^2}{2m}-v_3p\cos3\varphi .$$

The Fermi line is a single circle with a threefold distortion. The ratio of the second term to the first is at most $p_L/p$, so the warping fades slowly with energy. For the model parameters this window is narrow: the approximate form deviates from the four-band energy by up to 10% at $p=2p_L$ and $3p_L$, and by 24% at $5p_L$.

## Comparison

The estimate gave the leg momentum correctly, because a leg is the place where the two routes cancel. Their relative phase $e^{3i\varphi}$ supplies the number three.

The energy estimate $\gamma_1r^2=4$ meV is too large by the factor $4+r^2$. In the two-band model the barrier is $\gamma_1r^2\,(u-u^2)$ with $u=p/p_L$. Scaling takes the size of one term at $u=1$, whereas the barrier is the difference of two terms at $u=\tfrac12$, which is $\tfrac14$. The density estimate is too large by a factor of 6.3, the ratio of the disc area $\pi p_L^2$ to $0.502\,p_L^2$.

The dependence on $r$ was nearly right. For $r=0.05$ and $0.15$, $E_L$ is 0.250 and 2.24 meV, a ratio of 8.96 where a pure square law gives 9. With $\gamma_1=0.40$ eV, a value near one meV thus requires $v_3/v$ near 0.1.

So small an energy is easily disturbed. A voltage that puts $\pm U/2$ on $A_1$ and $B_2$ adds $(U/2)\sigma_z$ to the two-band model. This term anticommutes with the rest, so $E^2=|X|^2+U^2/4$ and in this model each cone acquires a gap $U$. The picture of four nearly massless cones then needs $U\ll E_L$. The four pockets last longer, but the barrier between them shrinks. In the four-band model, with $\pm U/2$ on the two layers, the leg gap is about $0.98\,U$. The pass lies 0.61 meV above the central band edge at $U=1$ meV and 0.08 meV above it at $U=10$ meV. At $U=40$ meV only the three leg minima remain.

A perturbation that adds a constant $C$ to $X$ opens no gap at an isolated cone. It moves the cones, and they can disappear only by merging with cones of opposite winding. If $|C|$ is much larger than $mv_3^2$, the zeros lie near $\pi^{*2}=2mC$. Two cones remain, each with $w=+1$. The number of cones has changed, while the sum of the windings is still two.

Numbers in the example were calculated in double precision.
